# Lower contact resistance from dopant segregation without a lower interface barrier

## The argument under review

Two contacts are made with the same metal on the same n-type semiconductor. In contact B, donors have been segregated into a thin layer of the semiconductor next to the metal; contact A has no such layer. The specific contact resistivity $\rho_c$ of B is smaller by a factor $R$, and its current is less strongly activated by temperature. The argument then runs: thermionic emission gives $\rho_c\propto e^{\phi_B/k_B\Theta}$ at temperature $\Theta$, so the segregated donors have lowered the interface barrier $\phi_B$ by $k_B\Theta\ln R$.

The observations may be sound, but the inference assumes that electrons cross over the top of the barrier in both contacts. If they tunnel, the resistance depends on the shape of the barrier as well as its height. The question to settle is whether a change of shape alone, at unchanged $\phi_B$, can produce both observations, and how large the effect is.

## What is held fixed

Energies are measured from the Fermi level, and the metal fills $x<0$. The intrinsic barrier is the conduction-band edge at the interface, $E_c(0)=\phi_B$, before any image-force correction. It expresses the band alignment. Deep in the semiconductor $E_c\to\xi$, where $\xi$ is set by the bulk doping $N_b$. Both $\phi_B$ and $\xi$ are the same in A and B.

The model has one isotropic band of mass $m$ with two spin states, fully ionized donors smeared into a density $N(x)$, and a local electron density

$$n(E_c)=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\int_0^\infty\frac{\sqrt{\epsilon}\,d\epsilon}{1+e^{(\epsilon+E_c)/k_B\Theta}} ,$$

which decreases as $E_c$ rises. Gap states, disorder and series resistance are left out. The parabolic band is also used for the decay inside the gap. In a real semiconductor the valence band makes the decay deep in the gap slower, so the resistivities and the size of $R$ found below belong to this model and are not predictions for a particular material. Lengths are in nm and energies in eV, the natural scales of a contact.

The electrostatic potential $\psi$ obeys $\psi''=-e(N-n)/\varepsilon$, with $\varepsilon$ the permittivity. An electron has charge $-e$, so $E_c=-e\psi+\text{const}$ and

$$E_c''=\frac{e^2}{\varepsilon}\,[N(x)-n(E_c)] .$$

Positive donor charge bends the band edge upward in the sense of curvature. With its two end values fixed, a more strongly curved edge hangs lower between them.

## Extra donors cannot raise the band edge

Let $N_2(x)\ge N_1(x)$, with equality deep in the bulk, and let $w=E_{c2}-E_{c1}$. Then $w(0)=0$, because the alignment is fixed, and $w\to0$ in the bulk. Subtracting the two Poisson equations gives

$$w''=\frac{e^2}{\varepsilon}\Big\{[N_2-N_1]+[n(E_{c1})-n(E_{c2})]\Big\}.$$

Suppose $w$ were positive somewhere. It would then have a positive maximum at some interior point, where $w'=0$. Around that point $E_{c2}>E_{c1}$, so $n(E_{c1})>n(E_{c2})$. The second bracket is positive, the first is not negative, and $w''>0$. A function with zero slope and positive curvature rises on leaving the point, which contradicts the maximum. This also holds if $N$ jumps there, since $w'$ remains continuous. Hence

$$E_{c2}(x)\le E_{c1}(x)\quad\text{for all }x .$$

No depletion approximation was used. The ordering was tested on numerical solutions for three different added donor profiles, including one dense enough to fall outside the depletion formula below.

## How much thinner the barrier becomes

An explicit profile follows if mobile electrons are neglected out to a depletion edge $W$, where $E_c=\xi$ and $E_c'=0$. Integrating $E_c''=e^2N/\varepsilon$ inward from $W$ gives

$$E_c'(x)=-\frac{e^2}{\varepsilon}\int_x^W N(s)\,ds,\qquad
E_c(x)=\xi+\frac{e^2}{\varepsilon}\int_x^W(s-x)N(s)\,ds .$$

Differentiating the second expression returns the first, because the integrand vanishes at $s=x$. At the interface, with $\Delta=\phi_B-\xi$,

$$\Delta=\frac{e^2}{\varepsilon}\int_0^W s\,N(s)\,ds .$$

The total band bending fixes the first moment of the donor charge. For an extra density $N_s$ over $0<x<d$, with $d<W$, the integral is $\tfrac12N_sd^2+\tfrac12N_bW^2$, so

$$W^2=\frac{1}{N_b}\left[\frac{2\varepsilon\Delta}{e^2}-N_sd^2\right].$$

The layer supplies the part $e^2N_sd^2/2\varepsilon$ of the bending, and the bulk donors need supply less.

Take round parameters: $\phi_B=0.6$ eV, $m=0.3\,m_e$, relative permittivity 12, 300 K and $N_b=10^{19}$ cm⁻³ $=0.01$ nm⁻³. Contact B has an additional $N_s=10^{20}$ cm⁻³ $=0.1$ nm⁻³ over $d=2$ nm. Then $e^2/\varepsilon=1.508$ eV nm and $\xi=-0.0444$ eV, so $\Delta=0.6444$ eV and

$$W_A^2=\frac{2(0.6444)}{(1.508)(0.01)}\approx85.5\ \text{nm}^2,\qquad
W_B^2\approx85.5-\frac{(0.1)(2)^2}{0.01}=45.5\ \text{nm}^2 .$$

The depletion widths are 9.2 and 6.7 nm. This modest change understates what happens near the metal. At $x=2$ nm both contacts have only bulk donors beyond, so $E_c=\xi+(e^2N_b/2\varepsilon)(W-2\ \text{nm})^2$, which gives

$$\text{A: }-0.044+0.00754\,(7.245)^2\approx0.35\ \text{eV},\qquad
\text{B: }-0.044+0.00754\,(4.743)^2\approx0.13\ \text{eV}.$$

Both edges start from 0.6 eV. In B most of the barrier has gone after 2 nm.

The approximation can be judged in contact A. Multiplying the full Poisson equation by $E_c'$ and integrating from the interface to the bulk, where $E_c'=0$, gives for the slope magnitude $F=-E_c'(0)$

$$F^2=\frac{2e^2}{\varepsilon}\int_\xi^{\phi_B}[N_b-n(u)]\,du .$$

Dropping $n$ makes $F$ too large and the barrier too thin. The full solution has $F=0.135$ eV/nm, against $(1.508)(0.01)(9.245)=0.139$ eV/nm from depletion. The largest error of the depletion profile is 0.03 eV in either contact, close to $k_B\Theta=0.026$ eV. Unless stated otherwise, the results below use the full solution.

## From a thinner barrier to a larger transmission

Let $E$ be the energy of motion normal to the interface. In the WKB approximation the transmission is

$$T(E)=e^{-2S(E)},\qquad S(E)=\int_{E_c>E}\frac{\sqrt{2m[E_c(x)-E]}}{\hbar}\,dx ,$$

with $T=1$ if there is no forbidden region. Since $E_{c2}\le E_{c1}$, both the integrand and the forbidden region can only shrink or stay the same. Thus $S_2\le S_1$ at every energy. For a real addition of donors to contact A the inequality is strict at some energies: $w$ cannot vanish everywhere, and where $w<0$ the edge of A lies above $\xi$, so energies just above $\xi$ are forbidden there and gain from the lowering.

Uniform doping allows a closed result that shows the scale. Put $y=W-x$, $a=e^2N_b/2\varepsilon$ and $\eta=E-\xi$. In the depletion profile $E_c-E=ay^2-\eta$ and $aW^2=\Delta$. With $t=\sqrt a\,y$,

$$2S=\frac{2\sqrt{2m}}{\hbar\sqrt a}\int_{\sqrt\eta}^{\sqrt\Delta}\sqrt{t^2-\eta}\;dt .$$

An antiderivative of $\sqrt{t^2-\eta}$ is $\tfrac12[t\sqrt{t^2-\eta}-\eta\ln(t+\sqrt{t^2-\eta})]$. The remaining prefactor is $\sqrt{2m/a}/\hbar=(2/\hbar e)\sqrt{m\varepsilon/N_b}\equiv1/E_{00}$, so

$$2S=\frac{1}{E_{00}}\left[\sqrt{\Delta(\Delta-\eta)}-\eta\ln\frac{\sqrt\Delta+\sqrt{\Delta-\eta}}{\sqrt\eta}\right],\qquad E_{00}=\frac{\hbar e}{2}\sqrt{\frac{N_b}{m\varepsilon}} .$$

At given $\Delta$ and $\eta$ the exponent varies as $N_b^{-1/2}$: doping changes tunnelling exponentially with no change of height. Here $E_{00}=0.031$ eV, comparable with $k_B\Theta$, so neither pure thermionic emission nor tunnelling at the Fermi level alone can be presumed. At $E=0.1$ eV, $\eta=0.144$ eV and the bracket is $0.568-0.199\approx0.37$ eV. This gives $2S\approx11.9$ and $T\approx7\times10^{-6}$. The full profile, being slightly thicker, gives $3.5\times10^{-6}$.

At that same energy the barrier is 5.2 nm wide in A and 2.6 nm wide in B. The transmission rises from $3.5\times10^{-6}$ to $5.0\times10^{-3}$, which means that $2S$ falls from 12.6 to 5.3.

## The contact resistivity

Let the transverse momentum be conserved and let $T$ depend on $E$ alone. A small voltage $V$ shifts the occupation on one side by $eV$. With total energy $E+\epsilon_\parallel$, the net current density is

$$J=2e\int\frac{dk_x}{2\pi}\,v_x\,T(E)\int\frac{d^2k_\parallel}{(2\pi)^2}\,\big[f(E+\epsilon_\parallel-eV)-f(E+\epsilon_\parallel)\big],$$

where $f(u)=1/(1+e^{u/k_B\Theta})$. The occupation difference is already of first order, $-eVf'$, so the change of $T$ with voltage does not enter the linear response. Use $v_x\,dk_x=dE/\hbar$ and $d^2k_\parallel/(2\pi)^2=m\,d\epsilon_\parallel/(2\pi\hbar^2)$. Since $\int_0^\infty[-f'(E+\epsilon_\parallel)]\,d\epsilon_\parallel=f(E)$,

$$\frac1{\rho_c}=\frac{J}{V}=\frac{e^2m}{2\pi^2\hbar^3}\int_\xi^\infty T(E)f(E)\,dE .$$

A $T$ that is nowhere smaller, and larger at some energies, lowers $\rho_c$. The WKB results are

$$\rho_c^A=8.2\times10^{-3}\ \Omega\,\text{cm}^2,\qquad
\rho_c^B=1.4\times10^{-5}\ \Omega\,\text{cm}^2,\qquad R\approx600 .$$

The band alignment is identical in the two calculations. The depletion profiles give resistivities about 35% lower in both contacts, and nearly the same ratio.

The WKB step deserves its own check, because the ordering of $T$ is not a theorem for the full wave equation. A flat potential transmits perfectly, while a well cut into it can reflect. The Schrödinger equation was therefore solved numerically, with a metal band of the same mass whose bottom lies 5 eV below the Fermi level. Transmission was larger in B at every sampled energy between 0 and 0.4 eV, and the resistivities were $8.3\times10^{-3}$ and $1.35\times10^{-5}$ $\Omega$ cm², a ratio of about 610.

The close agreement of the absolute values owes something to the chosen metal. At an abrupt interface, matching a wave of wavenumber $k$ to a decay $e^{-\kappa x}$ gives a squared amplitude ratio $4k^2/(k^2+\kappa^2)$. Converting this to a flux ratio through the WKB barrier multiplies it by $\kappa/k$, so $T\approx[4k\kappa/(k^2+\kappa^2)]\,e^{-2S}$. At 0.2 eV the prefactor is $4\sqrt{(5.2)(0.4)}/5.6=1.03$. Another metal band would change it, but at a given energy it depends on $\phi_B$ and not on the doping profile. With the prefactor included, the wave solution at 0.2 eV lies 2% below WKB in A and 9% below in B.

## Why the data look like a lower barrier

If $T$ is a step at $\phi_B$ and $f\approx e^{-E/k_B\Theta}$, the integral gives the thermionic law

$$\frac1{\rho_c}=\frac{e^2m\,k_B\Theta}{2\pi^2\hbar^3}\,e^{-\phi_B/k_B\Theta}.$$

This is the source of the usual plot of $\ln(1/\rho_c\Theta)$ against $\beta=1/k_B\Theta$, whose slope is read as $-\phi_B$. For a general $T(E)$ and a profile frozen in temperature, $\ln(1/\rho_c\Theta)=\ln\int Tf\,dE+\ln\beta+\text{const}$. With $\partial f/\partial\beta=-Ef(1-f)$, the barrier read from the slope is

$$\phi_{\rm app}=\frac{\int E\,T f(1-f)\,dE}{\int T f\,dE}-k_B\Theta .$$

When the current flows well above the Fermi level, $1-f\approx1$ and $\phi_{\rm app}$ is the mean normal energy $E$ of the current minus $k_B\Theta$. Closer to the Fermi level the factor $1-f$ makes this reading approximate. For the step the mean normal energy is $\phi_B+k_B\Theta$, and the formula returns $\phi_B$. For a thick barrier, with uniform doping of $10^{16}$ cm⁻³ and the closed exponent of the depletion profile, it gives 0.59 eV, close to the true 0.60 eV. For contact A it gives 0.18 eV and for contact B 0.07 eV. If the band profile is solved again at each temperature, the values are 0.16 and 0.05 eV. Even the unsegregated contact therefore misreports its barrier, by more than 0.4 eV.

The argument under review can now be evaluated on contacts whose barrier is known not to have changed:

- The ratio of resistivities suggests a lowering of $k_B\Theta\ln R=(0.02585\ \text{eV})(6.40)\approx0.17$ eV.
- The frozen-profile activation slopes suggest $0.175-0.069\approx0.11$ eV.
- An unsegregated contact with tunnelling included would need $\phi_B=0.35$ eV to match B, which suggests 0.25 eV.

Under pure thermionic emission the three numbers would coincide. Here they differ, and the true change is zero.

Capacitance, where it can be measured, does not escape the difficulty. Under reverse bias $V_r$ the bending becomes $\Delta+eV_r$, and the formula for $W^2$ gives $W\,dW=(\varepsilon/eN_b)\,dV_r$. The layer is already depleted, so the charge per area changes by $eN_b\,dW$, and the capacitance per area is $C=eN_b\,dW/dV_r=\varepsilon/W$. A plot of $1/C^2=W^2/\varepsilon^2$ against $V_r$ is straight, but its extrapolation to zero gives

$$\Delta_{\rm app}=\Delta-\frac{e^2N_sd^2}{2\varepsilon}=0.644-0.302\approx0.34\ \text{eV}.$$

In the depletion approximation, a reading that ignores the layer puts the barrier 0.30 eV too low. For contact B itself this is a statement of principle. With $\varepsilon/W_B\approx1.6\times10^{-6}$ F/cm² and the $\rho_c^B$ above, the capacitive current equals the conduction current only at $1/(2\pi\rho_c^B C)\approx7$ GHz, so an ordinary capacitance measurement would be swamped by leakage. The method needs contacts that conduct much less.

## The image force: a maximum that does move

One sense of "barrier lowering" is correct. An electron at distance $x$ from the metal is attracted by its image, with energy $-e^2/(16\pi\varepsilon x)$. Near the interface the total is $\phi_B-Fx-e^2/(16\pi\varepsilon x)$. Setting its derivative to zero gives $x_m=\sqrt{e^2/(16\pi\varepsilon F)}$. The two subtracted terms are equal there, so the maximum lies below $\phi_B$ by

$$2Fx_m=\sqrt{\frac{e^2F}{4\pi\varepsilon}} .$$

Segregation raises $F$ from 0.135 to 0.398 eV/nm. The formula gives lowerings of 0.13 and 0.22 eV; the maxima found on the full profiles are at 0.47 and 0.39 eV. The top of the barrier thus drops by a further 0.09 eV in B while the alignment $\phi_B$ stays at 0.6 eV.

This does not account for the resistance ratio. The same image term is added to both contacts, so the ordering of the band edges survives. Each resistivity falls by a factor of about 3, to $2.8\times10^{-3}$ and $4.6\times10^{-6}$ $\Omega$ cm², and the ratio remains about 610. The absolute values are less secure, because $x_m$ is about 0.5 nm in A and 0.3 nm in B, where a continuum image potential is doubtful.

## Where the distinction becomes thin

The dose alone does not determine the benefit. For a fixed dose $Q=N_sd$ the layer supplies the bending $e^2Qd/2\varepsilon$, which vanishes as $d\to0$. Squeezing the same $2\times10^{13}$ cm⁻² into 0.5 nm reduces this term from 0.302 to 0.075 eV. The resistivity becomes $1.2\times10^{-3}$ $\Omega$ cm², lower than in A by a factor of 6.6 instead of 600. At fixed $\phi_B$, donors placed very close to the metal are largely wasted.

The same limit shows where the language must be chosen with care. Donors within atomic distance of the metal, together with their screening charge, form a dipole. One may call the resulting step a very thin part of the depletion barrier, or include it in $\phi_B$; a continuum band edge cannot decide between the two. Real segregation may also alter the interface bonding and so change $\phi_B$ in any convention. Nothing above excludes that. What is excluded, within this model, is the inference from a lower resistance or a lower activation energy to a lower $\phi_B$.

The claim of a lowered barrier therefore needs a different comparison. Both contacts should be calculated with one common $\phi_B$, the measured profile of ionized donors in each, and tunnelling included. A discrepancy that remains after the uncertainties in profile, mass and image force have been allowed for would point to something missing from the model, and a changed alignment is only one candidate. Gap states, series resistance and the random positions of the donors are others. The layer in contact B holds on average only five donors per 25 nm², so its local dose varies strongly along the interface, and the current favours the places where the barrier is thinnest. Only when such effects have also been bounded does the discrepancy become evidence for a different $\phi_B$. The factor $R$ by itself is not such evidence. The main computed values are collected in the numerical output.

## Table of computed values

```
A = no segregation, B = segregated; same phi_B
phi_B                          0.600 eV
mass                           0.30 m_e
relative permittivity          12.0
temperature                    300 K
kT                             0.02585 eV
bulk doping                    1.00e+19 cm^-3
extra doping in layer          1.00e+20 cm^-3
layer thickness                2.00 nm
extra dose                     2.00e+13 cm^-2
metal band depth (wave only)   5.0 eV
e^2/eps                        1.5079 eV nm
bulk band edge xi              -0.0444 eV
E00 of bulk doping             0.0309 eV
layer term e^2 Ns d^2/(2 eps)  0.3016 eV
depletion width A, B           9.245, 6.743 nm
max depletion error A, B       0.0279, 0.0256 eV
interface slope A, B           0.1354, 0.3977 eV/nm
barrier width at 0.1 eV A, B   5.196, 2.591 nm
WKB T at 0.1 eV A, B           3.540e-06, 4.970e-03
wave T at 0.1 eV A, B          4.053e-06, 4.896e-03
wave/(prefactor*WKB) 0.2 eV    0.980, 0.912
rho_c WKB A, B                 8.228e-03, 1.372e-05 ohm cm^2
reduction factor WKB           599.84
rho_c wave A, B                8.272e-03, 1.349e-05 ohm cm^2
reduction factor wave          613.20
rho_c depletion+WKB A, B       5.330e-03, 8.921e-06 ohm cm^2
apparent barrier A, B          0.1752, 0.0692 eV
same, profile re-solved A, B   0.1605, 0.0542 eV
thick-barrier doping           1.0e+16 cm^-3
thick-barrier apparent barrier 0.5896 eV
fictitious phi_B matching B    0.3502 eV
image-force maximum A, B       0.4742, 0.3882 eV
rho_c with image force A, B    2.796e-03, 4.577e-06 ohm cm^2
image-force reduction factor   610.81
same dose in 0.50 nm: rho_c    1.244e-03 ohm cm^2
same dose in 0.50 nm: factor   6.61
```
